# Spin-Orbit Lowering of the 4S Ground Term in Bismuth 6p3

## Problem

A free bismuth atom has three 6p electrons outside closed shells. Describe them by

\[
H=V_C+\zeta\sum_{i=1}^{3}\mathbf l_i\cdot\mathbf s_i ,
\]

where \(V_C\) is the Coulomb repulsion within the shell and \(\zeta\) is the spin-orbit parameter. All p orbitals share one radial function. Angular momenta are in units of \(\hbar\), and energies are in hartree. The repulsion contains the Slater integrals \(F^0\) and \(F^2\); write \(F_2=F^2/25>0\).

(a) Find the energies of the terms \(^4S\), \(^2D\) and \(^2P\) without spin-orbit coupling.

(b) Show that each has a vanishing diagonal spin-orbit element, and construct the \(J=3/2\) matrix.

(c) Show that the ground level nevertheless lies below the unperturbed \(^4S\) term for every real \(\zeta\ne0\).

(d) Evaluate the lowering and the composition of the ground state for \(F_2=0.0045\) and \(\zeta=0.046\) hartree. These are round model parameters of roughly the size appropriate to bismuth.

## Hints

1. Some terms can be identified from a single determinant. A trace then supplies the energy of a term that cannot.
2. Exchange particles and holes while reversing spin. A half-filled shell returns to itself, but what happens to \(\mathbf l\cdot\mathbf s\)?
3. Apply the spin-orbit operator to the \(^4S\) determinant with all spins up. The norm of the result is a coupling strength.
4. The spin-orbit eigenvalues are easy to find in \(jj\) coupling. Compare the trace of the squared matrix in the two bases.
5. A zero expectation value does not make a state an eigenstate. Use the variational principle.

## Solution

### (a) Coulomb energies

The closed shells and \(F^0\) give the same energy to every 6p³ state, so they are omitted. The remaining interaction is the quadrupole part, whose angular factor is

\[
P_2(\cos\theta_{12})=\sum_q C_{2q}^*(1)C_{2q}(2).
\]

For the direct integrals we need \(\langle P_2(\cos\theta)\rangle\). The \(m=0\) density is \(3\cos^2\theta/4\pi\), for which \(\langle\cos^2\theta\rangle=3/5\) and \(\langle P_2\rangle=2/5\). The sum over the three orbitals vanishes, so \(m=\pm1\) each give \(-1/5\). Products of these numbers, in units of \(F_2=F^2/25\), are

\[
D_{00}=4,\qquad D_{\pm1,0}=-2,\qquad D_{11}=D_{1,-1}=1 .
\]

Exchange between parallel spins contains \(|\langle m|C_{2q}|m'\rangle|^2\). For \(m=-1,\ m'=1\), the integral is

\[
-\frac{3}{8\pi}\sqrt{\frac38}\int\sin^4\theta\,d\Omega
=-\frac45\sqrt{\frac38},
\]

since \(\int\sin^4\theta\,d\Omega=32\pi/15\). Its square is \(6/25\), hence \(K_{1,-1}=6\). By rotational invariance, the sum of squared elements from one \(m\) to all \(m'\) is independent of \(m\). Comparing \(m=0\) with \(m=1\) gives

\[
4+2K_{10}=1+K_{10}+6,\qquad K_{10}=3 .
\]

A determinant's energy is the sum of direct terms over all pairs minus exchange over pairs with parallel spins. Superscripts \(+\) and \(-\) denote spin up and down.

The determinant \(|1^+0^+{-1}^+|\) is the \(^4S\) state with \(M_S=3/2\):

\[
E(^4S)=(-2-2+1)-(3+3+6)=-15\quad(\text{units }F_2).
\]

The largest possible \(M_L\) is 2. With \(M_S=1/2\) it occurs in the single determinant \(|1^+1^-0^+|\), which therefore belongs to \(^2D\):

\[
E(^2D)=(1-2-2)-3=-6 .
\]

For \(M_L=1,\ M_S=1/2\) there are two determinants,

\[
A=|1^+1^-{-1}^+|,\qquad B=|1^+0^+0^-| .
\]

Their energies are \((1+1+1)-6=-3\) and \((-2-2+4)-3=-3\). One combination belongs to \(^2D\), the other to \(^2P\). The trace gives \(-6=-6+E(^2P)\), so \(E(^2P)=0\). The degeneracies \(4+10+6=20\) exhaust the \(\binom63\) states, so each term occurs once.

Now move the zero to the \(^4S\) energy. The terms lie at

\[
0,\qquad a=9F_2,\qquad b=15F_2 .
\]

### (b) The spin-orbit matrix

**Diagonal elements.** Let \(i\) label real orbitals \(p_x,p_y,p_z\) with spin up or down. Define a unitary particle-hole map \(C\) by

\[
C a_i^\dagger C^{-1}=\sum_jU_{ij}a_j,\qquad U=1\otimes i\sigma_y .
\]

It takes the empty shell to the full one. As \(U\) is real and orthogonal, the fermion anticommutation rules are preserved. For a one-electron operator \(\hat A=\sum_{ij}A_{ij}a_i^\dagger a_j\) with Hermitian matrix \(A\),

\[
\begin{aligned}
C\hat A C^{-1}
&=\sum_{kl}(U^TAU)_{kl}a_ka_l^\dagger\\
&=\operatorname{tr}A-\sum_{kl}(U^TAU)_{kl}a_l^\dagger a_k .
\end{aligned}
\]

Apart from the trace, the matrix \(A\) has become \(-U^TA^*U\), because \(A^T=A^*\).

In this basis \(\mathbf l^*=-\mathbf l\), while \(U^T\mathbf s^*U=-\mathbf s\). Thus total \(\mathbf L\) and \(\mathbf S\) are unchanged by the map. The product acquires two minus signs from its factors and one from particle-hole exchange:

\[
C\Big(\sum_i\mathbf l_i\cdot\mathbf s_i\Big)C^{-1}
=-\sum_i\mathbf l_i\cdot\mathbf s_i .
\]

All traces involved are zero. The map turns \(N\) electrons into \(6-N\), hence three into three. Each term occurs once, so a state \(|LSJM\rangle\) can only return multiplied by a phase. That phase cancels from an expectation value, leaving

\[
\Big\langle\sum_i\mathbf l_i\cdot\mathbf s_i\Big\rangle
=-\Big\langle\sum_i\mathbf l_i\cdot\mathbf s_i\Big\rangle=0 .
\]

The result rests on half filling. It does not say that the spin-orbit operator itself vanishes.

**Coupling to \(^4S\).** Use

\[
\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+) .
\]

On \(|1^+0^+{-1}^+|\), the first part gives \(\frac12(1+0-1)=0\), and \(s_+\) gives zero. The remaining part raises \(0^+\) to \(1^-\), or \(-1^+\) to \(0^-\). Each orbital step has the factor \(\sqrt2\), so

\[
\sum_i\mathbf l_i\cdot\mathbf s_i\,|^4S,\tfrac32\rangle
=\frac{A+B}{\sqrt2}.
\]

This vector has norm 1. It is purely \(^2P\): an orbital vector acting on \(L=0\) produces \(L=1\). As an explicit check, lowering the \(^2D\) determinant gives

\[
L_-|1^+1^-0^+|=\sqrt2(A-B),
\]

where interchanging two columns supplied the minus sign. This is orthogonal to \(A+B\). The result also has \(J=M=3/2\), because spin-orbit coupling conserves both. Therefore the \(^4S\)–\(^2P\) element has magnitude \(|\zeta|\), and the \(^4S\)–\(^2D\) element vanishes.

**Coupling of \(^2D\) to \(^2P\).** For one electron,

\[
\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-2-\tfrac34],
\]

which is \(-1\) for \(p_{1/2}\) and \(+1/2\) for \(p_{3/2}\). The three \(J=3/2\) states in \(jj\) coupling are:

- \(p_{1/2}^2p_{3/2}\), with spin-orbit energy \(-3\zeta/2\);
- \(p_{1/2}p_{3/2}^2\), with the \(p_{3/2}\) pair coupled to 2, and energy 0;
- \(p_{3/2}^3\), equivalent to one \(p_{3/2}\) hole, with energy \(3\zeta/2\).

Let the unknown element be \(v\zeta\). The trace of the squared spin-orbit matrix is the same in both bases:

\[
2\zeta^2(1+v^2)=\frac94\zeta^2+0+\frac94\zeta^2 .
\]

Hence \(v^2=5/4\). The phase of \(^2P\), then that of \(^2D\), can be chosen to make both couplings equal to positive multiples of \(\zeta\). In the order \(^4S,{}^2D,{}^2P\),

\[
H_{3/2}=
\begin{pmatrix}
0&0&\zeta\\
0&9F_2&\sqrt5\,\zeta/2\\
\zeta&\sqrt5\,\zeta/2&15F_2
\end{pmatrix}.
\]

### (c) Why the ground level must fall

The unperturbed \(^4S\) state has \(\langle H\rangle=0\) for every \(\zeta\). By the variational principle the lowest eigenvalue \(E_0\) cannot be positive. If \(\zeta\neq0\), the Hamiltonian also takes \(^4S\) into \(^2P\), so \(^4S\) is not an eigenstate. A state that attains the lowest possible expectation value must be an eigenstate; hence \(E_0<0\).

For the eigenvalues themselves, expand \(\det(H_{3/2}-E)\) along the first row:

\[
-E\left[(a-E)(b-E)-\tfrac54\zeta^2\right]-\zeta^2(a-E)=0 .
\]

Multiplication by \(-1\) gives

\[
E(E-a)(E-b)-\zeta^2(E-a)-\tfrac54\zeta^2E=0 .
\]

The product of the roots is \(\det H_{3/2}=-9F_2\zeta^2<0\), so one or three are negative. Their sum is \(24F_2>0\), which excludes three. One level therefore lies below zero. The other levels, \(^2D_{5/2}\) and \(^2P_{1/2}\), have no partner of equal \(J\) and stay at \(9F_2\) and \(15F_2\). The negative root is the ground level of the whole shell.

Two bounds locate it. Keeping just \(^4S\) and \(^2P\) gives an upper bound. It is strict because the omitted \(^2D\) state couples to the resulting vector. Since the Coulomb energies measured from \(^4S\) are nonnegative, the lowest spin-orbit eigenvalue gives a lower bound:

\[
-\frac32|\zeta|\le E_0<
\frac{15F_2}{2}-\sqrt{\left(\frac{15F_2}{2}\right)^2+\zeta^2}<0 .
\]

**Weak coupling.** Insert \(E_0=\alpha\zeta^2+\beta\zeta^4+\cdots\) into the cubic. The coefficient of \(\zeta^2\) is \(ab\alpha+a=0\), giving \(\alpha=-1/b\). At order \(\zeta^4\),

\[
ab\beta-(a+b)\alpha^2-\tfrac94\alpha=0,
\]

so

\[
\beta=\frac{a+b-\frac94b}{ab^3}
=\frac1{b^3}-\frac5{4ab^2}.
\]

With \(a=9F_2\) and \(b=15F_2\),

\[
E_0=-\frac{\zeta^2}{15F_2}-\frac{13\zeta^4}{40500F_2^3}+\cdots .
\]

The absent linear term is the consequence of the zero diagonal. The quadratic term is the energy gained by admixing \(^2P\). The \(^2D\) term first enters at fourth order, through \(^2P\).

### (d) Numbers for the bismuth-like model

The inputs give \(a=9(0.0045)=0.0405\), \(b=15(0.0045)=0.0675\), and a \(^2D\)–\(^2P\) coupling of \(0.0514\) hartree. The three \(J=3/2\) eigenvalues are

\[
-0.0329,\qquad 0.0219,\qquad 0.1190\ \text{hartree}.
\]

The ground level is lowered by 0.0329 hartree, or 0.89 eV. It lies between the bounds \(-0.0690\) and \(-0.0233\) hartree. Direct diagonalization of all 20 determinants at the same parameters, with the quadrupole matrices obtained by angular integration, agrees with this root to within \(10^{-11}\) hartree.

The first two rows of the eigenvalue equation give

\[
c_S=\frac{\zeta}{E_0}c_P,\qquad
c_D=\frac{\sqrt5\,\zeta/2}{E_0-a}c_P .
\]

The ratios are \(0.0460/(-0.0329)=-1.40\) and \(0.0514/(-0.0734)=-0.70\). After normalization,

\[
(c_S,c_D,c_P)=(-0.753,-0.377,0.539).
\]

The weights are 57% \(^4S\), 14% \(^2D\) and 29% \(^2P\). The label \(^4S_{3/2}\) names the largest component, not a pure state.

The energy balance shows how the zero diagonals are circumvented. The spin-orbit expectation consists of interference terms,

\[
\begin{aligned}
2\zeta c_Sc_P+\sqrt5\,\zeta c_Dc_P
&=-0.0373-0.0209\\
&=-0.0582\ \text{hartree}.
\end{aligned}
\]

The Coulomb cost is

\[
0.0405(0.1425)+0.0675(0.2900)=0.0253\ \text{hartree}.
\]

Their sum is \(-0.0329\) hartree. The atom gives up part of the favourable \(^4S\) repulsion energy to gain more spin-orbit energy.

Second-order theory gives \(-0.0313\) hartree, only 5% smaller in magnitude than the eigenvalue. This closeness is not convergence. The fourth-order term is \(-0.0158\) hartree and moves the sum to \(-0.0471\), 43% too large in magnitude.

The reason follows from the cubic. Put \(y=(\zeta/F_2)^2\) and \(E/F_2=8+t\). Then

\[
t^3+pt+q=0,\quad p=-57-\tfrac94y,\quad q=56-9y .
\]

Roots can merge where \(4p^3+27q^2=0\). This condition has one real solution, at negative \(y\), and a complex pair. At the real solution \(p<0\) and \(q>0\); the double root is \(-3q/(2p)>0\), while the remaining root \(3q/p<0\) is the ground branch. The upper two levels merge there, leaving the ground branch regular. Its series must nevertheless have a finite radius: a function without singularities that grows only as \(\sqrt{|y|}\) would be constant. The complex pair sets that radius, at \(|\zeta|/F_2=6.99\). Our ratio is 10.2, outside it. The sum through the 80th power of \(\zeta/F_2\) is about \(-6\times10^8\) hartree, so diagonalization is needed.

### Comparison with bismuth and use for precursors

The model places the excited levels 1.49, 2.00, 2.73 and 4.13 eV above the ground level, with \(J=3/2,5/2,1/2,3/2\). The corresponding levels of real bismuth lie at roughly 1.4, 1.9, 2.7 and 4.1 eV. Since the parameters were given a bismuth-like size, this similarity is not an independent prediction. In particular, \(F_2\) is an effective parameter here. A Hartree–Fock calculation for the atom gives about 0.0065 hartree with a small-core relativistic pseudopotential and about 0.0067 with larger cores; with 0.0065 and the same \(\zeta\), the model's lowering would be about 0.65 eV instead of 0.89 eV. The value of \(\zeta\) is effective too. The small-core scalar 6p orbital in a double-zeta basis gives about 0.041 hartree, and with both computed parameters the lowering is about 0.5 eV.

In a heavy atom, \(p_{1/2}\) and \(p_{3/2}\) have different radial functions, contrary to the model. As an illustration, reduce the quadrupole amplitude connecting them by 10%, holding \(\zeta\), \(F_2\) and the amplitude within \(p_{3/2}\) fixed. The four excitation energies fall by 0.0009, 0.0040, 0.0023 and 0.0078 hartree, at most about 6% of their original values. The 10% is an assumed change, not a computed property of bismuth. Differences in monopole repulsion, configuration mixing and two-electron magnetic interactions are not included in this estimate.

The lowering matters when the bond energies of a bismuth precursor BiX₃ are calculated without spin-orbit coupling. For BiX₃ → Bi + 3X, the correction to the reaction energy is

\[
\Delta E_{\rm so}=E_{\rm so}({\rm Bi})+3E_{\rm so}({\rm X})-E_{\rm so}({\rm BiX_3}).
\]

In this model the bismuth atom contributes \(-0.89\) eV, or about \(-0.30\) eV per bond when averaged over three. This counts the 6p shell alone, with effective parameters. In a calculation that keeps the 5p and 5d electrons, these closed shells are also lowered at second order, in atom and molecule alike, so the model number must not be combined with a computed molecular term. This is not yet the bond correction. A closed-shell molecule also has no first-order spin-orbit energy but can be lowered by mixing, which offsets part of the atomic contribution. The offset can be large, so the net correction may be much smaller than the atomic number suggests. The atomic and molecular terms must be calculated by the same method. An open-shell atom X with orbital angular momentum, such as a halogen, adds a first-order term of its own.

## Variation 1: two or four p electrons

*Find the diagonal spin-orbit energy of \(^3P_0\) in p² and p⁴.*

Within one term, rotational symmetry allows us to replace \(\sum_i\mathbf l_i\cdot\mathbf s_i\) by \(\kappa\,\mathbf L\cdot\mathbf S\) for diagonal elements. The p² determinant \(|1^+0^+|\) has \(M_L=M_S=1\). Its spin-orbit expectation is \(1\cdot\frac12+0=\frac12\), so \(\kappa=\frac12\). For \(J=0\),

\[
\mathbf L\cdot\mathbf S=\tfrac12(0-2-2)=-2,
\]

and the energy is \(-\zeta\). The particle-hole map takes p² to p⁴ and reverses the operator, so p⁴ has \(+\zeta\). Only for p³ does the map relate a term to itself and force the diagonal energy to vanish.

## Variation 2: strong spin-orbit coupling

*Find the ground energy to first order in \(F_2\) when \(\zeta\gg F_2>0\).*

At \(F_2=0\) the lowest energy is \(-3\zeta/2\). The first two rows of the matrix then give \(c_S=-\frac23c_P\) and \(c_D=-\frac{\sqrt5}{3}c_P\). Normalization requires

\[
c_P^2\left(\tfrac49+\tfrac59+1\right)=1,
\]

so the weights of \(^4S,{}^2D,{}^2P\) are \(2/9,\ 5/18,\ 1/2\). The Coulomb expectation in this \(p_{1/2}^2p_{3/2}\) state gives

\[
E_0\simeq-\frac32\zeta+\frac5{18}(9F_2)+\frac12(15F_2)
=-\frac32\zeta+10F_2 .
\]

For the example this is \(-0.0690+0.0450=-0.0240\) hartree. It is a variational upper bound, and its magnitude is 27% below that of the diagonalized result. The ground state has 87% weight on \(p_{1/2}^2p_{3/2}\), compared with 57% on \(^4S\). It is closer to the \(jj\) state by this measure, but the remaining mixing still matters for the energy.

The numerical output lists the values to more digits.

## Numbers as computed

```
Input F2: 0.004500 hartree
Input zeta: 0.046000 hartree
Ratio zeta/F2: 10.222 (no unit)
Coulomb energy of 4S without F0: -15.000 F2
Coulomb energy of 2D without F0: -6.000 F2
Coulomb energy of 2P without F0: -0.000 F2
2D term above 4S: 0.040500 hartree
2P term above 4S: 0.067500 hartree
Diagonal spin-orbit element 4S: 0.000000 zeta (magnitude)
Diagonal spin-orbit element 2D: 0.000000 zeta (magnitude)
Diagonal spin-orbit element 2P: 0.000000 zeta (magnitude)
Coupling 4S-2P: 0.046000 hartree
Coupling 2D-2P: 0.051430 hartree
Coupling 4S-2D: 0.000000 hartree
Contrast: p2 3P0 diagonal element: -1.000 zeta
Particle-hole phase 2D relative to 4S: 1 (no unit)
Particle-hole phase 2P relative to 4S: -1 (no unit)
J=3/2 eigenvalue 1: -0.032886 hartree
J=3/2 eigenvalue 2: 0.021901 hartree
J=3/2 eigenvalue 3: 0.118985 hartree
Ground eigenvalue: -0.895 eV
Determinant of J=3/2 matrix: -85.698 1e-6 hartree^3
Lower bound -3 zeta/2: -0.069000 hartree
Upper bound from 4S-2P block: -0.023303 hartree
Ground-state weight of 4S: 0.5675 (no unit)
Ground-state weight of 2D: 0.1425 (no unit)
Ground-state weight of 2P: 0.2900 (no unit)
Ground-state coefficient of 4S: -0.7533 (no unit)
Ground-state coefficient of 2D: -0.3774 (no unit)
Ground-state coefficient of 2P: 0.5386 (no unit)
Weight of p1/2^2 p3/2: 0.8740 (no unit)
Spin-orbit expectation: -0.058234 hartree
Coulomb expectation above 4S: 0.025348 hartree
Second-order energy: -0.031348 hartree
Fourth-order term: -0.015772 hartree
Series radius in zeta/F2: 6.992 (no unit)
Series sum through (zeta/F2)^80: -5.676e+08 hartree
Excitation to second J=3/2: 0.054787 hartree = 1.491 eV
Excitation to J=5/2: 0.073386 hartree = 1.997 eV
Excitation to J=1/2: 0.100386 hartree = 2.732 eV
Excitation to third J=3/2: 0.151871 hartree = 4.133 eV
Reduced p1/2-p3/2 quadrupole amplitude: 0.90 of original
Change of excitation to second J=3/2: -0.000864 hartree
Change of excitation to J=5/2: -0.004036 hartree
Change of excitation to J=1/2: -0.002326 hartree
Change of excitation to third J=3/2: -0.007825 hartree
```
